# Crystal-field splitting of d and f orbitals in icosahedral coordination

**Problem**

A spin-free electron is bound to a centre surrounded by twelve charges $-q$ ($q>0$) at the vertices of a regular icosahedron of radius $R$. Into which levels do a d shell and an f shell split, and by how much at first order? Evaluate the result for a hydrogenic ion with $Z=16$, $q=1$, $R=5$ bohr. Hartree atomic units are used and spin-orbit coupling is omitted.

**First estimate by scaling**

Let $C_{k\mu}=\sqrt{4\pi/(2k+1)}\,Y_{k\mu}$ with Condon–Shortley phases. The Legendre expansion of $1/|\mathbf r-\mathbf R_i|$ and the addition theorem give

$$V=q\sum_k \frac{r_<^k}{r_>^{k+1}}\sum_\mu S_{k\mu}C_{k\mu}(\hat r),\qquad S_{k\mu}=\sum_i C^*_{k\mu}(\hat R_i),$$

where $r_<$ and $r_>$ are the smaller and larger of $r$ and $R$. For an orbital inside the cage, rank $k$ scales as $q\langle r^k\rangle/R^{k+1}$.

A shell $l$ feels a limited set of ranks. The product $Y^*_{lm}Y_{lm'}$ is a polynomial of degree $2l$ on the sphere and is even under inversion, so it is orthogonal to $C_{k\mu}$ unless $k$ is even and $k\le 2l$. The limit is 4 for d and 6 for f.

The geometry suggests which rank the cage supplies. Put one vertex on $z$ and its five neighbours at $\cos\theta=c$, $\varphi=2\pi j/5$; the other six vertices are their inverses. Equal edges make the pole-to-ring angle equal to the angle between ring neighbours, $c=c^2+(1-c^2)\cos72^\circ$. Dividing $c(1-c)=(1-c^2)\cos72^\circ$ by $1-c$ gives $c=\cos72^\circ/(1-\cos72^\circ)$, and $\cos72^\circ=(\sqrt5-1)/4$ turns this into $(\sqrt5-1)/(5-\sqrt5)=1/\sqrt5=0.447214$. Neighbouring maxima of $V$ are $\arccos c=1.107$ rad apart, a rank-$k$ harmonic has a period near $2\pi/k$, and $2\pi/1.107=5.7$. The nearest even rank is 6. The guess is no d splitting and an f splitting of order $q\langle r^6\rangle/R^7$.

The hydrogenic 4f function is $r^3e^{-\zeta r}$ with $\zeta=Z/4=4$ bohr$^{-1}$. From $\int_0^\infty r^ne^{-2\zeta r}dr=n!/(2\zeta)^{n+1}$,

$$\langle r^6\rangle=\frac{14!}{8!\,8^6}=8.24799\ \text{bohr}^6,\qquad \frac{q\langle r^6\rangle}{R^7}=\frac{8.24799}{78125}=1.056\times10^{-4}\ E_h .$$

The estimate does not exclude weak lower ranks, and it gives no multiplicities or prefactor.

**Exact solution: invariants**

The rotation group I has 60 elements: the identity, 12 rotations by $72^\circ$ and 12 by $144^\circ$ (six vertex axes), 20 by $120^\circ$ (ten face axes) and 15 by $180^\circ$ (edge axes). Adding inversion gives $I_h$. Rotations do not mix ranks, so at each $r$ every rank of a symmetric potential is invariant by itself. The group average of the rank-$k$ rotation matrices projects onto the invariant harmonics, and the trace of a projector is its dimension, so their number is $n_k=\frac1{60}\sum_g\chi_k(g)$. With the rotation axis as quantization axis, $\chi_k(\alpha)=1+2\sum_{m=1}^k\cos m\alpha$. With $\tau=(1+\sqrt5)/2$, $\tau^2=\tau+1$, one has $2\cos72^\circ=\tau-1$ and $2\cos144^\circ=-\tau$.

| $k$ | $E$ | $72^\circ$ | $144^\circ$ | $120^\circ$ | $180^\circ$ | $60n_k$ |
|---|---|---|---|---|---|---|
| 1 | 3 | $\tau$ | $1-\tau$ | 0 | −1 | $3+12-15=0$ |
| 2 | 5 | 0 | 0 | −1 | 1 | $5-20+15=0$ |
| 3 | 7 | $-\tau$ | $\tau-1$ | 1 | −1 | $7-12+20-15=0$ |
| 4 | 9 | −1 | −1 | 0 | 1 | $9-24+15=0$ |
| 5 | 11 | 1 | 1 | −1 | −1 | $11+24-20-15=0$ |
| 6 | 13 | $\tau$ | $1-\tau$ | 1 | 1 | $13+12+20+15=60$ |

Rank 0 is trivially invariant. The first non-constant invariant has rank 6, it is unique, and it is even under inversion.

**Exact solution: the d shell**

Of the ranks 0, 2, 4 that act within d, rank 0 alone survives. With $I_k=\langle r_<^k/r_>^{k+1}\rangle$ and $S_{00}=12$, the first-order matrix is $12qI_0$ times the identity, and d is unsplit.

The degeneracy does not depend on first order. With $\langle\chi,\chi'\rangle=\frac1{60}\sum_g\chi\chi'$, the norm of a character is the sum of the squared multiplicities of its irreducible parts. Here $\langle\chi_2,\chi_2\rangle=(25+20+15)/60=1$, so d is irreducible. It is called $H_g$, with $g$ for even parity. Take any eigenspace of a Hamiltonian with $I_h$ symmetry; the group maps it into itself. Projection onto five d functions with a common radial factor commutes with the group, so the image of the eigenspace is an invariant subspace of $H_g$, which is either zero or all five dimensions. Every level with any d character is therefore at least fivefold degenerate.

**Exact solution: reduction of the f shell**

Since $\tau^2+(\tau-1)^2=3$, $\langle\chi_3,\chi_3\rangle=(49+36+20+15)/60=2$, so f holds two different irreducible parts. To find them, $\langle\chi_4,\chi_2\rangle=(45+15)/60=1$ shows that rank 4 contains $H$ once. The remainder $\chi_G=\chi_4-\chi_2=(4,-1,-1,1,0)$ has norm $(16+12+12+20)/60=1$ and is the irreducible quartet $G$. It occurs once in f, because $\langle\chi_3,\chi_G\rangle=(28+12\tau-12(\tau-1)+20)/60=1$. The other part is

$$\chi_3-\chi_G=(3,\;1-\tau,\;\tau,\;0,\;-1).$$

By convention $T_1=\chi_1$ is the triplet carried by $(x,y,z)$. The overlap with it is $(9+24\tau(1-\tau)+15)/60=0$, because $\tau(1-\tau)=-1$, so this triplet is the other one, $T_2$. Parity $(-1)^3$ gives $f=T_{2u}+G_u$.

For a hydrogenic ion 4f is degenerate with 4s, 4p and 4d. These carry $A_g$, $T_{1u}$ and $H_g$, which a symmetric $V$ cannot couple to $T_{2u}$ or $G_u$, so first-order theory within 4f is legitimate.

**Exact solution: structure sums**

The ring sum of $e^{-2\pi i\mu j/5}$ vanishes unless 5 divides $\mu$, and the poles contribute at $\mu=0$ alone. For even $k$, $S_{k0}=2+10P_k(c)$. With $c^2=1/5$, $P_2=(3/5-1)/2=-1/5$ and $P_4=(35/25-6+3)/8=-1/5$, so $S_{20}=S_{40}=0$, in agreement with the table. For rank 6,

$$P_6=\frac{231/125-315/25+21-5}{16}=\frac{41}{125},\qquad S_{60}=2+\frac{410}{125}=\frac{132}{25}.$$

With $x=\cos\theta$ and $s=\sin\theta$, $C_{65}=-\sqrt{1/11!}\;s^5P_6^{(5)}(x)\,e^{5i\varphi}$ and $P_6^{(5)}=\frac{231}{16}\,720\,x=10395x$. Since $10395^2/11!=693/256$, $C_{65}=-\frac3{16}\sqrt{77}\,s^5x\,e^{5i\varphi}$. On the upper ring $s^5x=32/125$ and $e^{5i\varphi}=1$. On the lower ring $x$ changes sign and $\varphi\to\varphi+\pi$ gives $e^{5i\varphi}=-1$, so all ten terms are equal and

$$S_{65}=-10\cdot\frac{3\sqrt{77}}{16}\cdot\frac{32}{125}=-\frac{12\sqrt{77}}{25},\qquad \frac{S_{65}}{S_{60}}=-\frac{\sqrt{77}}{11}=-\sqrt{\frac7{11}}.$$

From $C_{6,-5}=-C^*_{65}$ follows $S_{6,-5}=-S_{65}$. The splitting operator in f is $qI_6S_{60}W$ with the real function

$$W=C_{60}-\sqrt{7/11}\,(C_{65}+C^*_{65}).$$

**Exact solution: the f matrix**

For the diagonal, $|Y_{3m}|^2$ is a polynomial of degree 6 in $x$, and $C_{60}=P_6$ is orthogonal to lower powers. Since $x^6=\frac{16}{231}P_6+\dots$ and $\int P_6^2dx=2/13$, $\int x^6P_6\,dx=32/3003$. The element is $2\pi a_m\cdot32/3003$, where $a_m$ is the coefficient of $x^6$:

- $|Y_{30}|^2=\frac7{16\pi}(5x^3-3x)^2$: $2\pi a=\frac{175}8$, element $\frac{700}{3003}=\frac{100}{429}$.
- $|Y_{3\pm1}|^2=\frac{21}{64\pi}(1-x^2)(5x^2-1)^2$: $2\pi a=-\frac{525}{32}$, element $-\frac{75}{429}$.
- $|Y_{3\pm2}|^2=\frac{105}{32\pi}(1-x^2)^2x^2$: $2\pi a=\frac{105}{16}$, element $\frac{30}{429}$.
- $|Y_{3\pm3}|^2=\frac{35}{64\pi}(1-x^2)^3$: $2\pi a=-\frac{35}{32}$, element $-\frac5{429}$.

In units of $5/429$ the diagonal is $20,-15,6,-1$ for $|m|=0,1,2,3$.

The azimuthal integral lets $C_{65}$ connect $m'$ to $m=m'+5$, which leaves the pairs $(3,-2)$ and $(2,-3)$. The functions are $Y_{3,\pm3}=\mp\frac18\sqrt{35/\pi}\,s^3e^{\pm3i\varphi}$ and $Y_{3,\pm2}=\frac14\sqrt{105/2\pi}\,s^2x\,e^{\pm2i\varphi}$. In $\langle3|C_{65}|{-2}\rangle$ the minus signs of $Y_{33}$ and $C_{65}$ cancel. The binomial expansion gives

$$\int_{-1}^1x^2(1-x^2)^5dx=2\left(\tfrac13-1+\tfrac{10}7-\tfrac{10}9+\tfrac5{11}-\tfrac1{13}\right)=\tfrac{512}{9009},$$

and $\sqrt{35\cdot105\cdot77/2}=35\sqrt{462}/2$, so

$$\langle3|C_{65}|{-2}\rangle=2\pi\cdot\frac1{32\pi}\cdot\frac3{16}\cdot\frac{35\sqrt{462}}2\cdot\frac{512}{9009}=\frac{105\sqrt{462}}{9009}=\frac{5\sqrt{462}}{429}.$$

In $\langle2|C_{65}|{-3}\rangle$ both orbitals carry a plus sign, so the element has the same size and is negative. Multiplying by $-\sqrt{7/11}$, with $\sqrt{7\cdot462/11}=\sqrt{294}=7\sqrt6$, gives $\langle3|W|{-2}\rangle=-7\sqrt6$ and $\langle2|W|{-3}\rangle=+7\sqrt6$ in units of $5/429$. The term $C^*_{65}$ supplies the transposed elements.

Each $2\times2$ block has trace $5$ and determinant $-6-294=-300$, so $\lambda^2-5\lambda-300=(\lambda-20)(\lambda+15)=0$. Together with the uncoupled states $m=0$ and $m=\pm1$, the value 20 occurs three times and $-15$ four times. For $a|3\rangle+b|{-2}\rangle$ at $\lambda=20$, the first row reads $-21a-7\sqrt6\,b=0$, so $a/b=-\sqrt{2/3}$; the other block has the opposite sign. The triplet is

$$|0\rangle,\qquad \sqrt{\tfrac35}|{-2}\rangle-\sqrt{\tfrac25}|3\rangle,\qquad \sqrt{\tfrac35}|2\rangle+\sqrt{\tfrac25}|{-3}\rangle .$$

A rotation by $\alpha=72^\circ$ about $z$ multiplies $|m\rangle$ by $e^{-im\alpha}$, which is the same for $m$ values differing by 5. The character is $1+2\cos144^\circ=1-\tau$, that of $T_2$. Multiplying the eigenvalues by $\frac5{429}\cdot\frac{132}{25}=\frac4{65}$ gives the levels relative to the mean $12qI_0$:

$$E(T_{2u})=\tfrac{16}{13}\,qI_6,\qquad E(G_u)=-\tfrac{12}{13}\,qI_6,\qquad \Delta=\tfrac{28}{13}\,qI_6 .$$

Because the rank-6 invariant is unique, any $I_h$ potential acts in f at first order as a constant plus a multiple of $W$, so the ratio $4:-3$ belongs to the symmetry. The multiple belongs to the model. Twenty such charges along the face directions (a dodecahedron of the same radius) have a computed $S_{60}=-44/9$, which is $-25/27$ of the icosahedral value, and there the triplet lies below the quartet.

**Numbers for the model ion**

The 4f density beyond $R$ is so small that $I_6$ lies below $\langle r^6\rangle/R^7$ by $6.3\times10^{-7}$ of the latter, and $I_6=1.055742\times10^{-4}$ bohr$^{-1}$. The mean shift is $12/5=2.4\ E_h$. Then

$$E(T_{2u})=\tfrac{16}{13}(1.055742\times10^{-4})=1.29937\times10^{-4}\ E_h=28.52\ \text{cm}^{-1},$$
$$E(G_u)=-\tfrac{12}{13}(1.055742\times10^{-4})=-9.7453\times10^{-5}\ E_h=-21.39\ \text{cm}^{-1},$$

and $\Delta=2.2739\times10^{-4}\ E_h=49.91$ cm$^{-1}$. In the numerical check, quadrature of the unexpanded Coulomb sum reproduces both levels within $10^{-9}\ E_h$ and leaves the five 3d levels within $10^{-11}\ E_h$ of one another.

**Comparison of estimate and solution**

The estimate found the right rank, and the character count replaces its wavelength argument by a proof that ranks 1 to 5 are absent. The wavelength argument is not a reliable rule: for the dodecahedron the twenty maxima of $V$ are 0.730 rad apart and $2\pi/0.730=8.6$ would point to rank 8, yet the lowest rank present is again 6. For the compact 4f shell the exact first-order gap exceeds the estimate by the factor $28/13=2.15$, the product of the structure sum $132/25$ and the angular spread $175/429$ of $W$.

The power law $R^{-7}$ fails when the orbital reaches the charges. For a Gaussian f shell $r^3e^{-\alpha r^2}$ with $\alpha=0.15$ bohr$^{-2}$ in the same cage, $\langle r^6\rangle/R^7=0.0763$ bohr$^{-1}$ is 1.44 times $I_6=0.0528$ bohr$^{-1}$, since $r^6/R^7$ keeps growing beyond $R$ while the true kernel $R^6/r^7$ falls. The formula with $I_6$ still holds at first order, and its gap of $0.11378\ E_h$ matches analytic integrals.

Mixing between shells was tested by diagonalizing the full Hamiltonian in a Gaussian basis with $l=2$ to 5. The 4f gap becomes $2.2730\times10^{-4}\ E_h$, or 49.89 cm$^{-1}$, which is 0.04% below the first-order value; the calculation does not separate basis error from higher-order terms, and the cut at $l=5$ leaves the last digits of this gap, and of the level energies quoted next, unconverged. The estimate misses one effect entirely. A d function times a g function has degree 6, so rank 6 can couple d to the $H_g$ part of g, and hydrogenic 5d and 5g are degenerate. The fourteen states form levels at $-2.72206$, $-2.72100$ and $-2.71722\ E_h$ with multiplicities 5, 4, 5 and g weights 0.41, 1.00, 0.59. The d character is shared between two levels, and each is fivefold, as the projection argument requires.

A distortion that removes the fivefold irreducible representation removes the protection of the d degeneracy, and d splits at first order once a rank-2 or rank-4 term appears. Moving the two polar charges outward adds terms with $\mu=0$ alone, including ranks 2 and 4. These are diagonal in $m$ and even in its sign, so the levels follow $|m|$. Within the five 3d functions alone, a stretch by the factor 1.02 gives a $1+2+2$ pattern spread over $2.65\times10^{-4}\ E_h$. In a hydrogenic ion this is not yet the full first-order answer: 3s is degenerate with 3d, and the rank-2 term now couples it to the d function with $m=0$, so the levels with $m=0$ require a joint 3s–3d matrix, which is not evaluated here. The two pairs with $|m|=1$ and $|m|=2$ are unaffected by 3s.

## Computed results

```
ring cos(theta) = 0.447214
order 60  class angles (deg) [0, 72, 144, 120, 180]  sizes [1, 12, 12, 20, 15]
chi_0 =  1.0000  1.0000  1.0000  1.0000  1.0000   n_0 = 1
chi_1 =  3.0000  1.6180 -0.6180  0.0000 -1.0000   n_1 = 0
chi_2 =  5.0000  0.0000  0.0000 -1.0000  1.0000   n_2 = 0
chi_3 =  7.0000 -1.6180  0.6180  1.0000 -1.0000   n_3 = 0
chi_4 =  9.0000 -1.0000 -1.0000  0.0000  1.0000   n_4 = 0
chi_5 = 11.0000  1.0000  1.0000 -1.0000 -1.0000   n_5 = 0
chi_6 = 13.0000  1.6180 -0.6180  1.0000  1.0000   n_6 = 1
invariant ranks up to 16: I [0, 6, 10, 12, 15, 16]  Ih [0, 6, 10, 12, 16]
<2,2> <3,3> <4,2> <G,G> <3,G> <T2,T2> <T2,T1> = [1, 2, 1, 1, 1, 1, 0]
chi_G  =  4.0000 -1.0000 -1.0000  1.0000  0.0000
chi_T2 =  3.0000 -0.6180  1.6180  0.0000 -1.0000
P2,P4,P6(1/sqrt5) = -1/5 -1/5 41/125
S60 = 132/25  S65 = -12*sqrt(77)/25  S65/S60 = -0.797724
W in units 5/429: diagonal m=0,1,2,3: [20, -15, 6, -1]
<3|W|-2> = -7*sqrt(6)  <2|W|-3> = 7*sqrt(6)  eigenvalue:multiplicity {20: 3, -15: 4}
coefficients of q*I6: T2u 16/13  Gu -12/13  gap 28/13
Z = 16, q = 1.0, R = 5.0 bohr, zeta_4f = 4.0000, zeta_3d = 5.3333 1/bohr
<r^6>_4f = 8.24799 bohr^6, R^7 = 78125 bohr^7
<r^6>/R^7 = 1.055742e-04, I6 = 1.055742e-04 1/bohr, rel. diff 6.3e-07
4f mean shift 12 q I0 = 2.400000 Eh
formula: T2u 1.29937e-04 Eh = 28.52 cm-1, Gu -9.74531e-05 Eh = -21.39 cm-1
formula gap = 2.27390e-04 Eh = 49.91 cm-1
quadrature: T2u 1.29937e-04, Gu -9.74531e-05 Eh
3d icosahedron: level 2.400000 Eh, spread below 1e-11 Eh: True
3d, poles stretched x1.02: multiplicities [1, 2, 2], spread 2.6514e-04 Eh
dodecahedron: S60 = -44/9  ratio to icosahedron -25/27
dodecahedron: T2u -1.20312e-04, Gu 9.02343e-05 Eh
Gaussian f, alpha = 0.15 bohr^-2: I6 = 5.28259e-02, <r^6>/R^7 = 7.62667e-02 1/bohr
Gaussian f gap: integrals 1.137789e-01, formula 1.137789e-01 Eh
basis: 18 exponents 0.04*1.6^j bohr^-2 per l, l = 2,4 and 3,5
full 4f: Gu -5.600097, T2u -5.599870 Eh, gap 2.2730e-04 Eh = 49.89 cm-1
full even level -11.822201 Eh, multiplicity 5, g weight 0.0000
full even level -5.599988 Eh, multiplicity 5, g weight 0.0000
full even level -2.722056 Eh, multiplicity 5, g weight 0.4124
full even level -2.720996 Eh, multiplicity 4, g weight 1.0000
full even level -2.717224 Eh, multiplicity 5, g weight 0.5876
```
